\section*{Band-centre transmission of a chain and the parity of its length}

\section{The problem}

A molecular wire is modelled as a row of $N$ identical sites, one orbital on each. Neighbouring sites are joined by the Hamiltonian element $-t$, with $t>0$. All on-site energies are equal, and energy is measured from their common value, so $E=0$ is the centre of the band. Site $1$ touches a left lead and site $N$ a right lead. Both leads are wide-band: each adds to its end site the constant self-energy $-i\Gamma/2$, with $\Gamma>0$. If $N=1$, the single site receives both terms. Electrons do not interact, and their phase is preserved throughout.

Find the transmission probability $T$ at $E=0$ for every $N$. How does it depend on the length of the chain?

\section{A tempting solution}

The energy $E=0$ lies in the middle of the band, and the chain is uniform. An electron wave can therefore be scattered at the two contacts but nowhere between them. Let $R<1$ be the probability that a wave inside the chain is reflected at a contact. The contacts are identical, so $R$ is the same for both.

The wave enters through one contact and leaves through the other. Each passage has an amplitude of magnitude $\sqrt{1-R}$, so the direct path has magnitude $1-R$. A path with one extra round trip is reflected twice and carries an additional factor $\sqrt R\,\sqrt R=R$. Adding all paths gives
\begin{equation}
(1-R)(1+R+R^2+\dots)=\frac{1-R}{1-R}=1 .
\label{eq:wrong}
\end{equation}
The conclusion would be that $T=1$ for every $N$, as for a symmetric optical cavity on resonance.

\section{Where it fails}

Two sites suffice for a test. To make it, we need the link between $T$ and the chain's Green function.

\subsection{Transmission from the Green function}

Represent each lead by a half-infinite chain with hopping element $-t_L$, joined to the end site by an element $-v$. In the lead $E=-2t_L\cos k$, so $E=0$ means $k=\pi/2$, and the velocity, proportional to $dE/dk=2t_L\sin k$, is positive there. On the left, at sites $n\le 0$, take a unit incoming wave and a reflected one,
\begin{equation}
\psi_n=e^{i\pi n/2}+r\,e^{-i\pi n/2},\qquad \psi_0=1+r,\quad \psi_{-1}=-i+ir .
\end{equation}
The Schr\"odinger equation $(E-H)\psi=0$ at site $0$ reads $t_L\psi_{-1}+v\psi_1=0$, which gives $r=1+iv\psi_1/t_L$. At site $1$ it reads $v\psi_0+t\psi_2=0$. Inserting $\psi_0=1+r$ turns this into
\begin{equation}
i\frac{v^2}{t_L}\psi_1+t\psi_2=-2v .
\label{eq:source}
\end{equation}
The lead has thus been replaced by a diagonal term $i\Gamma/2$ with $\Gamma=2v^2/t_L$, and by a source $-2v$ on site $1$. A self-energy $-i\Gamma/2$ appears as $+i\Gamma/2$ here because it is subtracted in $E-H-\Sigma$.

On the right there is an outgoing wave, $\psi_{N+1}=\tau$ and $\psi_{N+2}=i\tau$. The equation at site $N+1$ is $v\psi_N+it_L\tau=0$, so $\tau=iv\psi_N/t_L$. The equation at site $N$ then acquires the same diagonal term $i\Gamma/2$. Define
\begin{equation}
A=E-H-\Sigma,\qquad G=A^{-1},
\end{equation}
where $H$ is now the Hamiltonian of the $N$ sites alone and $\Sigma$ contains the two self-energies. The source gives $\psi_N=-2vG_{N1}$. Since the two leads have equal velocities,
\begin{equation}
T=|\tau|^2=\left(\frac{2v^2}{t_L}\right)^2|G_{N1}|^2=\Gamma^2|G_{N1}|^2 .
\label{eq:T}
\end{equation}

For $E\neq0$ the wide-band case is the limit $t_L\to\infty$ with $v^2/t_L$ fixed. The lead wave number fixed by $E=-2t_L\cos k$ then tends to $\pi/2$ at any finite $E$. The steps above are unchanged except for $E$ on the diagonal of $A$, and (\ref{eq:T}) holds with the same constant $\Gamma$.

\subsection{Two sites}

For $N=2$ at the band centre,
\begin{equation}
A=\begin{pmatrix} i\Gamma/2 & t\\ t& i\Gamma/2\end{pmatrix},\qquad
\det A=-\frac{\Gamma^2}{4}-t^2 ,\qquad
G_{21}=\frac{-t}{\det A}=\frac{t}{t^2+\Gamma^2/4}.
\end{equation}
Perfect transmission would require $\Gamma t=t^2+\Gamma^2/4$, that is $(t-\Gamma/2)^2=0$. For any $\Gamma\neq 2t$ the tempting answer is wrong.

\subsection{The missing phase}

The sum (\ref{eq:wrong}) added magnitudes, although paths must be added with their phases. At $E=0$ a wave in the chain also has $k=\pi/2$ and gains the phase $\pi/2$ at each hop. A round trip contains $2(N-1)$ hops and gives the factor
\begin{equation}
e^{i\pi(N-1)}=(-1)^{N-1}.
\label{eq:phase}
\end{equation}
Reflection may add a phase of its own. Send a unit wave towards site $N$ and let $\rho$ be its reflection amplitude, with phases counted from that site. Then $\psi_N=1+\rho$ and $\psi_{N-1}=-i+i\rho$. The end-site equation $(i\Gamma/2)\psi_N+t\psi_{N-1}=0$, divided by $it$, becomes
\begin{equation}
x(1+\rho)=1-\rho,\qquad x=\frac{\Gamma}{2t},
\qquad\text{so}\qquad \rho=\frac{1-x}{1+x}.
\label{eq:rho}
\end{equation}
This is real, and the two reflections together contribute $\rho^2=R\ge0$, with no extra phase. Successive paths are therefore in step for odd $N$ but alternate in sign for even $N$. The tempting solution assumed the first case throughout.

\section{The solution for every length}

\subsection{The corner of the inverse}

By the cofactor rule, $G_{N1}$ is, up to a sign, the minor of $A$ without row $1$ and column $N$, divided by $\det A$. Deleting them moves the elements $A_{j+1,j}=t$ onto the diagonal of the remaining matrix. Everything below this diagonal is zero, because $A$ couples nearest neighbours only. The minor is triangular and equals the product of its $N-1$ diagonal elements:
\begin{equation}
|G_{N1}|=\frac{t^{N-1}}{|\det A|}.
\label{eq:corner}
\end{equation}
For $N=1$ the minor is $1$, in agreement with this formula.

\subsection{The determinant}

Let $P_n$ be the determinant of $-H$ for a closed chain of $n$ sites, one without leads. Expanding along the last row gives a diagonal term, which vanishes at $E=0$, and a term from the last bond:
\begin{equation}
P_n=-t^2P_{n-2},\qquad P_0=1,\quad P_1=0 .
\end{equation}
Hence $P_n=0$ for odd $n$ and $P_n=(-t^2)^{n/2}$ for even $n$.

Now restore the contact terms $a=i\Gamma/2$ at both ends. For $N\ge2$ the determinant is linear in each of these two diagonal elements. Choosing one contact term removes its site and leaves a closed chain of $N-1$ sites; choosing both leaves $N-2$ sites. Therefore
\begin{equation}
\det A=P_N+2aP_{N-1}+a^2P_{N-2}
=P_N+i\Gamma P_{N-1}-\frac{\Gamma^2}{4}P_{N-2}.
\label{eq:det}
\end{equation}

\subsection{Odd chains}

If $N$ is odd, $P_N$ and $P_{N-2}$ vanish, and the middle term has magnitude $\Gamma t^{N-1}$. Equation (\ref{eq:corner}) gives $|G_{N1}|=1/\Gamma$. For $N=1$, $A=2a=i\Gamma$ gives the same value directly. Thus
\begin{equation}
T_{\rm odd}=\Gamma^2\,\frac{1}{\Gamma^2}=1 .
\label{eq:odd}
\end{equation}

\subsection{Even chains}

If $N$ is even, the middle term vanishes and the outer two remain:
\begin{align}
\det A&=(-t^2)^{N/2}-\frac{\Gamma^2}{4}(-t^2)^{N/2-1}\nonumber\\
&=(-t^2)^{N/2-1}\left(-t^2-\frac{\Gamma^2}{4}\right).
\end{align}
Both terms in the bracket are negative, so they cannot cancel. The magnitude is $t^{N-2}(t^2+\Gamma^2/4)$, and division into $t^{N-1}$ leaves $|G_{N1}|=t/(t^2+\Gamma^2/4)$. Hence
\begin{equation}
T_{\rm even}=\frac{\Gamma^2t^2}{(t^2+\Gamma^2/4)^2}=\frac{4x^2}{(1+x^2)^2}.
\label{eq:even}
\end{equation}
The second form follows from $\Gamma=2tx$: the numerator is $4x^2t^4$ and the denominator $t^4(1+x^2)^2$. In both cases every power of $t$ that grows with $N$ has cancelled. At the band centre $T$ depends on the parity of $N$ and on nothing else about the length.

\subsection{The path sum repaired}

For $N\ge2$ the wave argument gives the same result once the factor (\ref{eq:phase}) is included. The series is geometric with ratio $(-1)^{N-1}R$, so
\begin{equation}
T=\left|\frac{1-R}{1-(-1)^{N-1}R}\right|^2 .
\end{equation}
Odd $N$ gives one. Even $N$ gives $[(1-R)/(1+R)]^2$. From (\ref{eq:rho}),
\begin{equation}
1-R=\frac{4x}{(1+x)^2},\qquad 1+R=\frac{2(1+x^2)}{(1+x)^2},
\end{equation}
and their ratio is $2x/(1+x^2)$, whose square is (\ref{eq:even}).

\section{What the two results mean}

\subsection{A state at the band centre, or none}

A state of the closed chain at $E=0$ must satisfy $\psi_2=0$ at site $1$ and $\psi_{j-1}+\psi_{j+1}=0$ at the inner sites. All even-numbered amplitudes then vanish, and the odd-numbered ones alternate in sign with equal magnitude. The last site requires $\psi_{N-1}=0$. For odd $N$ this already holds. For even $N$ it removes the odd-numbered amplitudes as well, and no state is left.

In an odd chain the state is spread over $(N+1)/2$ sites, so its weight on each end site is $w=2/(N+1)$. For weak coupling, keep this level alone and treat the leads to first order. The two contacts shift its energy by $-i\Gamma w$, and
\begin{equation}
|G_{N1}|\approx\frac{w}{|E+i\Gamma w|},\qquad
T\approx\frac{(\Gamma w)^2}{E^2+(\Gamma w)^2}.
\label{eq:bw}
\end{equation}
The height is one because the state escapes equally fast to both sides. A longer chain has less weight at its ends, which narrows the resonance without lowering it. The half width at half maximum is $\Gamma w=2\Gamma/(N+1)$.

In an even chain the electron passes between levels. Without leads, $|G_{N1}|=t^{N-1}/|P_N|=1/t$ for every even $N$. Weak contacts then give $T\approx\Gamma^2/t^2$, which is the small-$\Gamma$ limit of (\ref{eq:even}).

This length independence was derived for equal bonds, and alternating bonds destroy it. Suppose the hopping strengths of an even chain alternate, with $t_1$ on the first and last bonds and $t_2$ on every second one. Without leads, the minor is the product of all bonds, $t_1^{N/2}t_2^{N/2-1}$, and $|P_N|=t_1^N$. Hence $|G_{N1}|=t_2^{N/2-1}/t_1^{N/2}$, which varies exponentially with length. The parity rule therefore does not carry over to a molecule with alternating single and double bonds.

\subsection{Matched and strong contacts}

At $\Gamma=2t$, $x=1$ and $\rho=0$. No wave is reflected at the contacts, there are no round trips to interfere, and the even chain also has $T=1$. This is the maximum of (\ref{eq:even}), since $1-T_{\rm even}=(1-x^2)^2/(1+x^2)^2\ge0$.

For $\Gamma\gg 2t$ the even-chain transmission falls again, as $16t^2/\Gamma^2$. A strong contact hybridises the end site so heavily that the rest of the chain is only weakly coupled to the lead. To see this, consider an end site without a source. Its equation $(i\Gamma/2)\psi_1+t\psi_2=0$ gives $\psi_1=(2it/\Gamma)\psi_2$. In the equation for site $2$, the term $t\psi_1$ becomes
\begin{equation}
\frac{2it^2}{\Gamma}\psi_2=\frac{i\Gamma'}{2}\psi_2,\qquad
\Gamma'=\frac{4t^2}{\Gamma}.
\end{equation}
Site $2$ now acts as an end site with coupling $\Gamma'$, which is weak when $\Gamma$ is strong. Replacing $\Gamma$ by $\Gamma'$ changes $x$ into $1/x$ and leaves (\ref{eq:even}) unchanged.

\subsection{Unequal contacts}

With couplings $\Gamma_L$ and $\Gamma_R$, the prefactor $\Gamma^2$ in (\ref{eq:T}) becomes $\Gamma_L\Gamma_R$. In (\ref{eq:det}), $2a$ becomes $i(\Gamma_L+\Gamma_R)/2$ and $a^2$ becomes $-\Gamma_L\Gamma_R/4$. The same steps yield
\begin{equation}
T_{\rm odd}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2},\qquad
T_{\rm even}=\frac{\Gamma_L\Gamma_Rt^2}{(t^2+\Gamma_L\Gamma_R/4)^2}.
\label{eq:unequal}
\end{equation}
Neither depends on length beyond parity, but the odd value is now below one. Perfect transmission of odd chains thus rests on the equality of the contacts.

At $E=0$ the width of the lead band does not matter, since the chain leads used above give a purely imaginary self-energy there for any $t_L$. A real part does matter. If both leads shift their end sites by the same real energy $\Lambda$, then $a=-\Lambda+i\Gamma/2$. For odd $N$, $|G_{N1}|=1/(2|a|)$ and $T=\Gamma^2/(\Gamma^2+4\Lambda^2)$, again less than one.

\section{A worked example}

Take the round values $t=2$~eV and $\Gamma=0.5$~eV. Then $x=0.5/4=0.125$ and $t^2+\Gamma^2/4=4.0625$~eV$^2$. For even $N$,
\begin{equation}
|G_{N1}|=\frac{2}{4.0625}=0.4923\ \text{eV}^{-1},\qquad
T=(0.5\times0.4923)^2=0.0606 .
\end{equation}
For odd $N$, $|G_{N1}|=1/0.5=2$~eV$^{-1}$ and $T=1$. Numerical inversion of the full matrix $A$ gives $0.0606$ for $N=2,4,6$ and $50$, and $1.0000$ for $N=1,3,5$ and $51$.

At zero temperature, with the Fermi energy at $E=0$ and two spin directions, the linear conductance is $(2e^2/h)T$ by the Landauer formula. With $2e^2/h=77.48\ \mu$S, odd chains conduct $77.48\ \mu$S and even chains $4.69\ \mu$S. Adding one site to an even chain raises the conductance by a factor of $16.5$, although the wire has become longer.

The contrast depends on the contacts. At $\Gamma=2t=4$~eV it disappears. At the partner coupling $4t^2/\Gamma=32$~eV the even chain again has $T=0.0606$. With $\Gamma_L=0.5$~eV and $\Gamma_R=1$~eV, (\ref{eq:unequal}) gives
\begin{equation}
T_{\rm odd}=\frac{4\times0.5}{1.5^2}=0.889,\qquad
T_{\rm even}=\frac{0.5\times4}{(4+0.125)^2}=0.118 .
\end{equation}

\section{Away from the band centre}

Length independence belongs to the single energy $E=0$. For the odd chains above, the estimate $2\Gamma/(N+1)$ gives half widths of $0.167$~eV for $N=5$ and $0.100$~eV for $N=9$. Solving $T(E)=1/2$ numerically, with $T$ from matrix inversion, gives $0.170$ and $0.102$~eV. The estimate is about $2\%$ below these values; it leaves out the other levels, which add their own amplitudes to $G_{N1}$ and are mixed with the central one by the contacts. This correction is of relative order $\Gamma^2$: for $N=5$ it falls from $2.0\%$ to $0.5\%$ when $\Gamma$ is halved.

At $E=0.05$~eV, matrix inversion gives $T=0.919$ for $N=5$ but $0.150$ for $N=51$. The longer chain has $\Gamma w=1/52\approx0.019$~eV, so this energy already lies well outside its resonance. Equation (\ref{eq:bw}) would give $0.13$ there, the right size but not an accurate value.

For $N=6$ and $N=50$ the changes at this energy are smaller than for the odd chains of similar length: $T$ goes from $0.0606$ at the centre to $0.0610$ and $0.0908$, respectively. The round-trip phase shows why the longer of the two changes more. Write $k=\pi/2+\delta$, so that $E=-2t\cos k=2t\sin\delta$ and $\delta\approx E/2t$ near the centre. The $2(N-1)$ hops now add a phase $2(N-1)\delta$, beyond the value that put successive paths in opposition. At $0.05$~eV, $\delta\approx0.0125$, and this extra phase is about $0.13$ for $N=6$ but $1.2$ for $N=50$. Reflection at the contacts adds a further phase that does not grow with $N$. The end-site equation $(E+i\Gamma/2)\psi_N+t\psi_{N-1}=0$, with $\psi_N=1+\rho$ and $\psi_{N-1}=e^{-ik}+\rho e^{ik}$, gives $\rho=(e^{i\delta}-x)/(e^{-i\delta}+x)$. For small $\delta$ and $x$ well below one its phase is about $2\delta/(1-x^2)$, of order $\delta$ here. In the longer chain the paths no longer oppose each other fully, and more of the wave gets through.

A measurement at finite temperature or bias averages $T$ over a window of energies. Suppose that the window is centred on $E=0$ and that the bias leaves the site energies unchanged. The parity rule then survives in its simple form if the window is narrow compared with both the odd-chain resonance width and $t/N$. Both scales shrink as the chain grows, so at any fixed window the parity rule fails for a sufficiently long chain, unless the contacts are matched ($\Gamma=2t$), where $R$ vanishes at the centre and there is no parity contrast to lose. When the window is wide compared with $t/N$ but narrow compared with $t$, the round-trip phase runs through many periods while $R$ hardly changes. The cross terms between different paths then average out and the path probabilities add: $(1-R)^2(1+R^2+R^4+\dots)=(1-R)/(1+R)=2x/(1+x^2)$. In that limit odd and even chains transmit alike, and the averaged $T$ no longer depends on $N$.

All numerical values are calculated from the stated model.
